\section*{Holtsmark Microfield and Quasistatic Stark Wings of Hydrogen Lines}

\section{One ion and one shifted component}

Take a hydrogen atom at the origin and one singly charged ion at distance $r$. The ion's field at the atom has strength
\begin{equation}
F=\frac{C}{r^2},\qquad C=\frac{e}{4\pi\varepsilon_0}.
\end{equation}
Suppose that a spectral component is shifted in photon energy by $E=aF$, with $a>0$. A shift larger than $E$ then requires an ion inside the radius $r=(aC/E)^{1/2}$. If ions have density $n$ and this sphere is small, the probability of finding one there is its volume times $n$:
\begin{equation}
P(>E)\simeq\frac{4\pi n}{3}\left(\frac{aC}{E}\right)^{3/2}.
\end{equation}
The intensity per unit detuning is minus the derivative,
\begin{equation}
-\frac{dP}{dE}\simeq 2\pi n(aC)^{3/2}E^{-5/2}.
\label{eq:single}
\end{equation}
The volume supplies the power $-3/2$, and differentiation supplies one more.

This estimate assumes that the ions stand still while the atom radiates, that the shift is linear in the field, and that one ion produces the field. The first two assumptions define the quasistatic linear Stark model and are kept until the last section. The third can be removed.

For ions placed independently, the probability that a volume $v$ is empty is $(1-v/V)^M\to e^{-nv}$ when $M=nV$ ions occupy a volume $V\to\infty$. The field of the nearest ion therefore has the density
\begin{equation}
W_1(F)=2\pi nC^{3/2}F^{-5/2}
\exp\left[-\frac{4\pi n}{3}\left(\frac CF\right)^{3/2}\right].
\label{eq:nearest}
\end{equation}
For large $F$ the exponential tends to one, which recovers the small-sphere estimate. For small $F$ this density is exponentially small, because a weak nearest field requires a large empty sphere. With many ions, a weak total field can also arise by cancellation, so the full distribution must differ there.

\section{The field of all ions}

Let $\mathbf F=\sum_j\mathbf F_j$ be the total field of $M$ independent ions in a large sphere of volume $V$ centred on the atom. There is no screening or ion--ion correlation. The characteristic function of the vector field is a product of equal averages:
\begin{align}
A(\mathbf k)=\langle e^{i\mathbf k\cdot\mathbf F}\rangle
&=\left[\frac1V\int_V e^{i\mathbf k\cdot\mathbf F_1}\,d^3r\right]^M\notag\\
&=\left[1-\frac1V\int_V
\left(1-e^{i\mathbf k\cdot\mathbf F_1}\right)d^3r\right]^M
\longrightarrow e^{-nJ(k)}.
\end{align}
Here $J$ is the limit of the last integral. At fixed $r$ the direction of $\mathbf F_1$ is uniform. With $x=kC/r^2$, its angular average is
\begin{equation}
\frac12\int_{-1}^{1}e^{ix\mu}\,d\mu=\frac{\sin x}{x}.
\end{equation}
The term linear in $\mathbf F_1$ has disappeared by symmetry. At large $r$ the remainder $1-\sin x/x\simeq x^2/6$ falls as $r^{-4}$, so the integral with weight $r^2$ converges.

From $r=(kC)^{1/2}x^{-1/2}$ it follows that $r^2dr=-\frac12(kC)^{3/2}x^{-5/2}dx$. The limits are reversed as well, which cancels the minus sign:
\begin{equation}
J=4\pi\int_0^\infty r^2\left(1-\frac{\sin x}{x}\right)dr
=2\pi(kC)^{3/2}I,\quad
I=\int_0^\infty\frac{x-\sin x}{x^{7/2}}\,dx.
\end{equation}
Integrate by parts three times. Each boundary term vanishes as $x^{1/2}$ at zero and as a negative power at infinity:
\begin{align}
I&=\frac25\int_0^\infty\frac{1-\cos x}{x^{5/2}}\,dx
=\frac25\cdot\frac23\int_0^\infty\frac{\sin x}{x^{3/2}}\,dx\notag\\
&=\frac4{15}\cdot2\int_0^\infty\frac{\cos x}{x^{1/2}}\,dx .
\end{align}
Putting $x=u^2$ turns the last integral into $2\int_0^\infty\cos u^2\,du$. Rotating the Gaussian contour gives $\int_0^\infty e^{iu^2}du=\frac12\sqrt\pi\,e^{i\pi/4}$, whose real part is $\frac12\sqrt{\pi/2}$. Hence the last integral is $\sqrt{\pi/2}$ and
\begin{equation}
I=\frac{8}{15}\sqrt{\frac\pi2}=\frac{4\sqrt{2\pi}}{15}\simeq0.6684.
\end{equation}
The exponent becomes
\begin{equation}
nJ=\frac4{15}(2\pi)^{3/2}nC^{3/2}k^{3/2}=(F_0k)^{3/2},
\end{equation}
with the Holtsmark normal field
\begin{equation}
F_0=2\pi\left(\frac4{15}\right)^{2/3}Cn^{2/3}
\simeq2.603\,Cn^{2/3}.
\label{eq:F0}
\end{equation}

The inverse Fourier transform gives the density per unit volume of field space. Multiplication by $4\pi F^2$ gives the density of the strength:
\begin{align}
W(F)&=4\pi F^2\frac{1}{(2\pi)^3}\int
e^{-i\mathbf k\cdot\mathbf F}e^{-(F_0k)^{3/2}}\,d^3k\notag\\
&=\frac{4\pi F^2}{(2\pi)^3}\int_0^\infty4\pi k^2
\frac{\sin kF}{kF}e^{-(F_0k)^{3/2}}\,dk\notag\\
&=\frac{2F}{\pi}\int_0^\infty k\sin(kF)e^{-(F_0k)^{3/2}}\,dk .
\end{align}
With $y=F_0k$ and $\beta=F/F_0$, this is the Holtsmark distribution
\begin{equation}
W(F)=\frac{H(\beta)}{F_0},\qquad
H(\beta)=\frac{2\beta}{\pi}\int_0^\infty
y\sin(\beta y)e^{-y^{3/2}}\,dy .
\label{eq:H}
\end{equation}

\section{Weak and strong fields}

For $\beta\to0$, replace $\sin(\beta y)$ by $\beta y$. With $t=y^{3/2}$ one has $y^2dy=\frac23t\,dt$, so
\begin{equation}
H(\beta)\to\frac{2\beta^2}{\pi}\cdot\frac23\int_0^\infty te^{-t}\,dt
=\frac{4\beta^2}{3\pi}.
\end{equation}
The factor $\beta^2$ is the volume element of field space. The vector density at zero field is finite because ions on different sides can cancel. Numerical maximization of Eq.~\eqref{eq:H} puts the most probable strength at $\beta=1.61$.

For large $\beta$, write the sine as the imaginary part of $e^{i\beta y}$ and rotate the contour to $y=te^{i\pi/6}$. Throughout the sector crossed, $e^{i\beta y}$ does not grow and $|e^{-y^{3/2}}|\le e^{-t^{3/2}/\sqrt2}$, so the distant arc contributes nothing. On the new ray $|e^{i\beta y}|=e^{-\beta t/2}$, and small $t$ dominates. Expand
\begin{equation}
e^{-y^{3/2}}=1-y^{3/2}+\frac12y^3+R,\qquad |R|\le\frac{t^{9/2}}6 .
\end{equation}
The bound is Taylor's remainder for an exponent with non-positive real part. The required integrals are
\begin{equation}
\int y^{s-1}e^{i\beta y}\,dy=\Gamma(s)\beta^{-s}e^{i\pi s/2}.
\end{equation}
They follow by rotating on to $y=iu/\beta$. The first term has $s=2$, is real, and drops out. The second has $s=7/2$, for which the phase has imaginary part $-1/\sqrt2$; the minus sign of the expansion makes its contribution positive. The third has $s=5$ and phase $i$. Thus
\begin{align}
H(\beta)&=\frac{2\beta}\pi\left[
\frac{\Gamma(7/2)}{\sqrt2}\beta^{-7/2}
+\frac{\Gamma(5)}2\beta^{-5}\right]+O(\beta^{-11/2})\notag\\
&=\frac{15}{4\sqrt{2\pi}}\beta^{-5/2}
+\frac{24}{\pi}\beta^{-4}+O(\beta^{-11/2}),
\label{eq:asymp}
\end{align}
where $\Gamma(7/2)=15\sqrt\pi/8$ and $\Gamma(5)=24$. The error order follows from $\beta\int_0^\infty t^{11/2}e^{-\beta t/2}dt\propto\beta^{-11/2}$.

In ordinary units the leading term is
\begin{equation}
W(F)\to\frac{15}{4\sqrt{2\pi}}F_0^{3/2}F^{-5/2}
=2\pi nC^{3/2}F^{-5/2},
\label{eq:Wwing}
\end{equation}
because $F_0^{3/2}=\frac4{15}(2\pi)^{3/2}nC^{3/2}$. This is the nearest-ion result, including its coefficient. The other ions enter at the next order.

Random configurations show how one ion takes over. Independent exponential increments of enclosed volume place the nearest 100 ions, with random directions. Ions beyond the last radius $R$ are replaced by a Gaussian field whose variance per Cartesian component is
\begin{equation}
\frac n3\int_R^\infty\frac{C^2}{r^4}4\pi r^2\,dr=\frac{4\pi nC^2}{3R}.
\end{equation}
In 200\,000 such configurations, the median of $|\mathbf F-\mathbf F_{\rm nearest}|/F$ is 0.87 for $1<\beta<2$, but 0.06 for $\beta>20$.

\section{From one component to a hydrogen line}

The linear shifts follow from parabolic coordinates $\xi=r+z$ and $\eta=r-z$, where $\mathbf r$ is now the electron's position. In this derivation $\hbar=m_e=e=4\pi\varepsilon_0=1$, the nucleus is infinitely heavy, and the field points along $+z$. The electron's energy in the field is $+Fz$. Writing $\psi=f_1(\xi)f_2(\eta)e^{\pm im\phi}$ with $m\ge0$, and multiplying the Schr\"odinger equation by $-(\xi+\eta)/2$, separates it into
\begin{align}
(\xi f_1')'+\left(-\frac{\kappa^2\xi}{4}-\frac{m^2}{4\xi}
-\frac{F\xi^2}{4}+Z_1\right)f_1&=0,\notag\\
(\eta f_2')'+\left(-\frac{\kappa^2\eta}{4}-\frac{m^2}{4\eta}
+\frac{F\eta^2}{4}+Z_2\right)f_2&=0,
\end{align}
with $Z_1+Z_2=1$ and level energy $-\kappa^2/2$. At zero field the solutions are $e^{-\rho/2}\rho^{m/2}L_p^m(\rho)$, with $\rho=\kappa\xi$ or $\kappa\eta$ and $p=n_1$ or $n_2$. Their eigenvalues are $Z=\kappa[p+(m+1)/2]$.

First-order perturbation theory changes $Z_1$ by $F\langle\xi^2\rangle/4$ and $Z_2$ by $-F\langle\eta^2\rangle/4$. The Laguerre recurrence
\begin{equation}
\rho L_p^m=(2p+m+1)L_p^m-(p+1)L_{p+1}^m-(p+m)L_{p-1}^m
\end{equation}
and the norms $(p+m)!/p!$ give
\begin{align}
\langle\rho^2\rangle&=(2p+m+1)^2+(p+1)(p+m+1)+p(p+m)\notag\\
&=6p^2+6p(m+1)+(m+1)(m+2).
\end{align}
Let $N=n_1+n_2+m+1$. The difference of the two averages is $6N(n_1-n_2)$, so $Z_1+Z_2=1$ becomes
\begin{equation}
\kappa N+\frac{3F}{2\kappa^2}N(n_1-n_2)=1 .
\end{equation}
At zero field $\kappa=1/N$. To first order $\delta\kappa=-\frac32FN^2(n_1-n_2)$, and the level shift is $-\kappa\,\delta\kappa=\frac32N(n_1-n_2)F$. Restoring units and subtracting the lower-level shift gives
\begin{equation}
E=\frac32ea_0XF,\qquad
X=N(n_1-n_2)-N'(n_1'-n_2').
\end{equation}
The ground state, with $n_1=n_2=0$, has no linear shift.

Assume equally populated upper sublevels and neglect the variation of the emission frequency factor across the line. For a transition dipole $\mathbf d$, averaging over isotropic field directions gives $\langle|\boldsymbol\epsilon\cdot\mathbf d|^2\rangle=|\mathbf d|^2/3$ for either observed polarization $\boldsymbol\epsilon$. The weight $p_X$ is therefore the sum of $|\mathbf d|^2$ over transitions with that $X$, divided by the sum for the whole line. Reflection $z\to-z$ exchanges $n_1$ and $n_2$, so $p_{-X}=p_X$.

With $a_X=\frac32ea_0X$, the profile for $E>0$ is
\begin{equation}
S(E)=\sum_{X>0}\frac{p_X}{a_X}W\!\left(\frac{E}{a_X}\right).
\label{eq:profile}
\end{equation}
The other side is its mirror image. The integral over both sides is one, including any unshifted component at $E=0$. Inserting Eq.~\eqref{eq:Wwing}, and using $e^2a_0/(4\pi\varepsilon_0)=\hbar^2/m_e$, yields
\begin{equation}
S(E)\to K|E|^{-5/2},\qquad
K=2\pi n\left(\frac{3\hbar^2}{2m_e}\right)^{3/2}
\sum_{X>0}p_XX^{3/2}.
\label{eq:K}
\end{equation}
For a single component this reduces to Eq.~\eqref{eq:single} times its weight. The second term of Eq.~\eqref{eq:asymp} adds
\begin{equation}
K_2E^{-4},\qquad K_2=\frac{24}\pi\sum_{X>0}p_X(a_XF_0)^3 .
\end{equation}
Since $K\propto n$ and $K_2\propto n^2$, the far wing is linear in density.

\section{The wing of H-beta}

H-beta is the transition $N=4\to N'=2$. Take $n=10^{22}\,\mathrm{m^{-3}}$ and $T=10^4\,\mathrm K$. Diagonalizing $z$ within each shell and summing squared dipole elements gives these weights, each occurring at both $+X$ and $-X$:
\begin{center}
\begin{tabular}{c|ccccccc}
$X$&2&4&6&8&10&12&14\\ \hline
$p_X$&0.0305&0.1818&0.1334&0.0766&0.0744&0.0032&0.0002
\end{tabular}
\end{center}
There is no weight at $X=0$. The possible pairs have $n_1=n_2$ in both levels and a lower state with $m=1$. Transitions that preserve the signed azimuthal number need the dipole component $z$, but both states are even in $z$; the other pairs, with upper $m=1$ or $m=3$, change that number by two or four, which a dipole transition cannot do.

Equation~\eqref{eq:F0} gives $F_0=1.740\times10^6\,\mathrm{V\,m^{-1}}$. The shift per unit $X$ at this field is $\frac32ea_0F_0=0.1381$ meV, and the weights give $\sum_{X>0}p_XX^{3/2}=7.728$. Therefore
\begin{equation}
K=1.496\,(0.1381)^{3/2}(7.728)\,\mathrm{meV^{3/2}}
=0.593\,\mathrm{meV^{3/2}} .
\end{equation}
The next coefficient is $K_2=3.23\,\mathrm{meV^3}$. At 20 meV, which corresponds to about 3.8 nm at the line wavelength of 486 nm, the two terms give
\begin{equation}
S\simeq\frac{0.593}{20^{5/2}}+\frac{3.23}{20^4}
\simeq3.52\times10^{-4}\,\mathrm{meV^{-1}} .
\end{equation}
Numerical quadrature of Eqs.~\eqref{eq:H} and \eqref{eq:profile} gives $3.53\times10^{-4}\,\mathrm{meV^{-1}}$. The same quadrature, with logarithmic slopes from central differences, shows the approach to the limit:
\begin{center}
\begin{tabular}{cccc}
$E$ (meV)&$S$ (meV$^{-1}$)&$S/(KE^{-5/2})$&$d\ln S/d\ln E$\\ \hline
5&$1.63\times10^{-2}$&1.538&$-2.885$\\
10&$2.23\times10^{-3}$&1.190&$-2.759$\\
20&$3.53\times10^{-4}$&1.063&$-2.593$\\
40&$5.99\times10^{-5}$&1.022&$-2.533$\\
80&$1.04\times10^{-5}$&1.008&$-2.511$
\end{tabular}
\end{center}
The wing is first steeper than its limit because the positive $E^{-4}$ term is still dying out. At the centre $S(0)=0$, since $H(0)=0$ and $p_0=0$. The model therefore has a central dip, with maxima near $\pm1.0$ meV.

\section{Where the law stops}

An ion that produces detuning $E$ lies at
\begin{equation}
r=\left(\frac{3X\hbar^2}{2m_eE}\right)^{1/2}.
\end{equation}
Its field changes in a time of order $r/v$. The quasistatic picture needs this time to be long compared with $\hbar/E$, so $Er/(\hbar v)\gg1$. Squaring and inserting $r$ gives the estimate
\begin{equation}
E\gg\frac{2m_ev^2}{3X}.
\end{equation}
As a representative value use $X=(2\sum_{X>0}p_XX^{3/2})^{2/3}=6.2$, and for $v$ the mean relative speed $(8k_BT/\pi\mu)^{1/2}$, with $\mu$ the reduced mass of perturber and atom. The right side is 0.26 meV for protons and 236 meV for electrons. For protons $Er/(\hbar v)$ rises from 4.4 at 5 meV to 18 at 80 meV, so over the tabulated range the ions satisfy this condition, only moderately at the lower end; the electrons do not. At the maxima near 1 meV the proton value is only 2, so the central dip lies outside the quasistatic regime.

Electrons must then be treated separately. If their collisions are brief and randomly interrupt the radiation, its correlation function decays as $e^{-wt/\hbar}$. The Fourier transform is a Lorentzian of half-width $w$, with wing $w/(\pi E^2)$. This falls more slowly than $E^{-5/2}$. A constant $w$ needs collisions brief compared with $\hbar/E$. The most distant ones last about $1/\omega_p$, and here $\hbar\omega_p=3.7$ meV lies below every tabulated detuning, so the Lorentzian form cannot be carried over the table. In either case Eq.~\eqref{eq:K} describes the ionic quasistatic contribution and need not give the slope of the complete line.

The linear shift also needs a nearly uniform field across the atom. The neglected field-gradient energy, relative to the linear shift, is of order $16a_0/r$ for the upper level. Here $16a_0=0.85$ nm, while $r=5.95$ nm at 20 meV and 2.98 nm at 80 meV. The ratio rises from 0.14 to 0.28. This ratio measures the change in the shifts of individual components. It is not the relative error of $S$, because the gradient also changes the weights, and the two changes can offset each other in the sum over components. Terms of relative order $(16a_0/r)^2$, such as the quadratic Stark shift, are neglected as well. For a proton the expansion in $a_0/r$ itself fails within the table. In atomic units the $N=4$ level at $-1/32-1/r$ lies above the saddle $-4/r$ between the nuclei once $r<96a_0=5.1$ nm, or about 27 meV for $X=6.2$, and the electron can pass to the proton. At $r=2.98$ nm the state $n_1=0$, $n_2=3$, $m=0$, with linear shift $-155$ meV, becomes a pair of H$_2^+$ levels at $-293$ and $-73$ meV; at 5.95 nm that pair is split by only about 0.1 meV. The figures in the table describe the model rather than a measured line, and the limit $E\to\infty$ is a limit of its equations.

Screening acts at the opposite end. A screened potential $Ce^{-r/\lambda}/r$ has field $C(1+r/\lambda)e^{-r/\lambda}/r^2$. With the electron Debye length $\lambda=69$ nm, the field at the 20 meV distance is reduced by 0.4\%. This figure is the change in one ion's field, not in $S$, which also depends on the more strongly screened distant ions; the radius of the sphere holding one ion on average is $0.42\lambda$. Repeating the characteristic-function calculation with this screened field, still for independent ions, lowers $S$ by 2.4\% at 20 meV, 7.5\% at 10 meV and 21\% at 5 meV, changes the slope at 5 meV from $-2.89$ to $-2.62$, and moves the maxima from 1.0 to 0.7 meV.

Doppler broadening has standard deviation $\sigma=0.077$ meV for this line. Convolution with a narrow Gaussian adds $\frac12\sigma^2S''$. For the $-5/2$ law this is a relative change of $\frac{35}{8}\sigma^2/E^2$, or about $7\times10^{-5}$ at 20 meV. The $N=2$ fine-structure splitting, $\alpha^2$ times the Rydberg energy divided by 16, is 0.045 meV and is also small there. The neglected frequency factor is larger: an $\omega^4$ factor in the emitted power changes the two wings by about $\pm3\%$ at 20 meV, and by $+13\%$ on the blue side and $-12\%$ on the red side at 80 meV.
